**Free energy of photoinduced electron transfer without Coulomb corrections**

The program tests $\Delta G=e(E_{\rm ox}-E_{\rm red})-E_{00}$, where $E_{\rm ox}$ and $E_{\rm red}$ are the reduction potentials of the couples D⁺/D and A/A⁻, and $E_{00}$ is the excitation energy of the sensitizer D. In a model with explicit vibrational levels, it finds the half-cell potentials numerically from equal populations and the transfer free energy from sums over the joint levels of a closed pair. It asserts that the two routes agree for three reference electrodes when the full excitation free energy is used. It also asserts that replacing this free energy by $E_{00}$ causes an error smaller than $k_BT$ in the model; the output shows an error of −0.0048 eV. The change in Coulomb energy is computed by integrating the overlap of two electric fields and is asserted to agree with the closed formula for four pairs of charges. For 1.4 V, −1.2 V and 3.3 eV, the output gives $\Delta G=-0.7$ eV, or −67.5 kJ/mol. At 0.7 nm and relative permittivity 40, the neglected Coulomb term is −0.0514 eV for a neutral acceptor and zero for a singly charged cation, with a neutral sensitizer in both cases.

## Numerical verification

```python
"""Free energy of photoinduced electron transfer D* + A -> D+ + A-.
Result under test, without Coulomb corrections:
    dG = e*(E_ox - E_red) - E00
E_ox, E_red: reduction potentials of D+/D and A/A- against one reference;
E00: excitation energy of the sensitizer D between lowest vibrational levels.
Given 1.4 V, -1.2 V and 3.3 eV, dG should be -0.7 eV.
Energies are in eV, lengths in nm; e times a potential in V is a number in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

temperature = 300.0
kT = const.k * temperature / const.e


def transfer_free_energy(e_ox, e_red, excitation):
    return e_ox - e_red - excitation


# Statistical model: each species has one electronic state with a harmonic
# ladder; entries are lowest level (eV), spin degeneracy, quantum (eV).
species = {
    "D": (0.0, 1, 0.010),
    "D*": (3.1, 1, 0.008),
    "D+": (6.0, 2, 0.012),
    "A": (0.0, 1, 0.015),
    "A-": (-3.3, 2, 0.011),
}
quanta = np.arange(500)


def levels(name):
    lowest, degeneracy, quantum = species[name]
    return np.repeat(lowest + quantum * quanta, degeneracy)


def partition_sum(name):
    return np.exp(-levels(name) / kT).sum()


def half_cell_potential(oxidized, reduced, reference):
    """Potential at which both forms are equally populated."""
    z_ox, z_red = partition_sum(oxidized), partition_sum(reduced)

    def population_difference(potential):
        mu = -(potential + reference)
        ratio = z_ox / z_red * np.exp(-mu / kT)
        return (1.0 - ratio) / (1.0 + ratio)

    return brentq(population_difference, -4.0, 4.0, xtol=1e-12)


def pair_weight(donor, acceptor):
    """Boltzmann weight of a closed pair, summed over its joint levels."""
    joint = levels(donor)[:, None] + levels(acceptor)[None, :]
    return np.exp(-joint / kT).sum()


direct_dark = -kT * np.log(pair_weight("D+", "A-") / pair_weight("D", "A"))
direct_excited = -kT * np.log(pair_weight("D+", "A-") / pair_weight("D*", "A"))
model_E00 = species["D*"][0] - species["D"][0]
excitation_G = -kT * np.log(partition_sum("D*") / partition_sum("D"))

for reference in (4.0, 4.4, 4.8):
    model_ox = half_cell_potential("D+", "D", reference)
    model_red = half_cell_potential("A", "A-", reference)
    assert abs(model_ox - model_red - direct_dark) < 1e-8
    cycle = transfer_free_energy(model_ox, model_red, excitation_G)
    assert abs(cycle - direct_excited) < 1e-8

reference = 4.4
model_ox = half_cell_potential("D+", "D", reference)
model_red = half_cell_potential("A", "A-", reference)
model_formula = transfer_free_energy(model_ox, model_red, model_E00)
entropy_error = model_formula - direct_excited
# Replacing the excitation free energy by E00 costs less than kT here.
assert 0.0 < abs(entropy_error) < kT

# Coulomb energy from the overlap of two electric fields, Gaussian units:
# W = eps/(4 pi) * integral of E1.E2 over space.
e_squared = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
distance, permittivity = 0.7, 40.0


def unit_field_overlap(r, eps):
    nodes, weights = np.polynomial.legendre.leggauss(12)
    total = 0.0
    for cosine, weight in zip(nodes, weights):
        def integrand(s):
            gap_squared = s * s + r * r - 2 * s * r * cosine
            return (s - r * cosine) / gap_squared**1.5
        radial = quad(integrand, 0, 2 * r, epsabs=1e-10, limit=200)[0]
        radial += quad(integrand, 2 * r, np.inf, epsabs=1e-10, limit=200)[0]
        total += weight * radial
    return e_squared * 2 * np.pi * total / (4 * np.pi * eps)


unit_energy = unit_field_overlap(distance, permittivity)
coulomb_change = {}
for z_donor, z_acceptor in ((0, 0), (0, 1), (-1, 1), (1, 0)):
    before = z_donor * z_acceptor * unit_energy
    after = (z_donor + 1) * (z_acceptor - 1) * unit_energy
    closed_form = ((z_acceptor - z_donor - 1) * e_squared
                   / (permittivity * distance))
    assert abs(after - before - closed_form) < 1e-7
    coulomb_change[(z_donor, z_acceptor)] = after - before

# Given data
E_ox, E_red, E00 = 1.4, -1.2, 3.3
dG_dark = transfer_free_energy(E_ox, E_red, 0.0)
dG = transfer_free_energy(E_ox, E_red, E00)
assert abs(dG + 0.7) < 1e-12
hc = const.h * const.c / const.e * 1e9  # eV nm
kJ_per_mol = const.e * const.N_A / 1000

print(f"Given oxidation potential of sensitizer: {E_ox:.1f} V")
print(f"Given reduction potential of acceptor: {E_red:.1f} V")
print(f"Given excitation energy: {E00:.1f} eV")
print(f"Dark transfer free energy = threshold: {dG_dark:.1f} eV")
print(f"Excited transfer free energy: {dG:.1f} eV")
print(f"Excited transfer free energy: {dG * kJ_per_mol:.1f} kJ/mol")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Equilibrium constant, excited: {np.exp(-dG / kT):.2e}")
print(f"Wavelength of excitation energy: {hc / E00:.0f} nm")
print(f"Wavelength of threshold energy: {hc / dG_dark:.0f} nm")
print(f"Pair distance: {distance:.1f} nm")
print(f"Relative permittivity: {permittivity:.0f}")
print(f"e^2 in Gaussian units: {e_squared:.4f} eV nm")
print(f"Coulomb unit from field integral: {unit_energy:.4f} eV")
print(f"Coulomb change, neutral acceptor: {coulomb_change[(0, 0)]:.4f} eV")
print(f"Coulomb change, cation acceptor: {coulomb_change[(0, 1)]:.4f} eV")
print(f"dG with Coulomb, neutral acceptor: {dG + coulomb_change[(0, 0)]:.3f} eV")
for name, (lowest, degeneracy, quantum) in species.items():
    print(f"Model {name}: lowest level {lowest:.1f} eV, "
          f"degeneracy {degeneracy}, quantum {quantum:.3f} eV")
print(f"Model reference electrode: {reference:.1f} V")
print(f"Model oxidation potential: {model_ox:.4f} V")
print(f"Model reduction potential: {model_red:.4f} V")
print(f"Model E00: {model_E00:.4f} eV")
print(f"Model excitation free energy: {excitation_G:.4f} eV")
print(f"Model dG from pair populations: {direct_excited:.4f} eV")
print(f"Model dG from potentials and E00: {model_formula:.4f} eV")
print(f"Model error from using E00: {entropy_error:.4f} eV")
print("PASS")
```

It prints:

```
Given oxidation potential of sensitizer: 1.4 V
Given reduction potential of acceptor: -1.2 V
Given excitation energy: 3.3 eV
Dark transfer free energy = threshold: 2.6 eV
Excited transfer free energy: -0.7 eV
Excited transfer free energy: -67.5 kJ/mol
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Equilibrium constant, excited: 5.75e+11
Wavelength of excitation energy: 376 nm
Wavelength of threshold energy: 477 nm
Pair distance: 0.7 nm
Relative permittivity: 40
e^2 in Gaussian units: 1.4400 eV nm
Coulomb unit from field integral: 0.0514 eV
Coulomb change, neutral acceptor: -0.0514 eV
Coulomb change, cation acceptor: 0.0000 eV
dG with Coulomb, neutral acceptor: -0.751 eV
Model D: lowest level 0.0 eV, degeneracy 1, quantum 0.010 eV
Model D*: lowest level 3.1 eV, degeneracy 1, quantum 0.008 eV
Model D+: lowest level 6.0 eV, degeneracy 2, quantum 0.012 eV
Model A: lowest level 0.0 eV, degeneracy 1, quantum 0.015 eV
Model A-: lowest level -3.3 eV, degeneracy 2, quantum 0.011 eV
Model reference electrode: 4.4 V
Model oxidation potential: 1.5859 V
Model reduction potential: -1.0759 V
Model E00: 3.1000 eV
Model excitation free energy: 3.0952 eV
Model dG from pair populations: -0.4334 eV
Model dG from potentials and E00: -0.4382 eV
Model error from using E00: -0.0048 eV
PASS
```
